# When the DFT+U band gap equals the functional's own fundamental gap

## Definitions and conventions

Hartree atomic units are used and spin is suppressed. A crystal is represented by a ring of $M$ cells with periodic boundary conditions, and $M\to\infty$ at the end. The one-particle density matrix is $\gamma=\sum_i f_i|\psi_i\rangle\langle\psi_i|$, with orbitals normalized over the whole ring, and $n(x)=\gamma(x,x)$ is the density. Cell $R$ carries fixed orthonormal on-site orbitals $\phi^R_m$, with occupation matrix
$$\nu^R_{mm'}=\langle\phi^R_m|\gamma|\phi^R_{m'}\rangle .$$

The DFT+U energy is
$$E[\gamma]=\mathrm{Tr}(T\gamma)+\int v\,n\,dx+E_{\rm sl}[n]+\frac U2\sum_R\mathrm{Tr}\left[\nu^R-(\nu^R)^2\right].\tag{1}$$
Here $T$ is the kinetic operator, $v$ the external potential, and $E_{\rm sl}$ the Hartree plus semilocal exchange-correlation energy.

Let $E(N)$ be the lowest energy that this functional gives for $N$ electrons. Its fundamental gap is
$$\Delta=E(N+1)+E(N-1)-2E(N).\tag{2}$$
The band gap is $\varepsilon_c-\varepsilon_v$, the difference between the lowest empty and highest occupied eigenvalues of the $N$-electron calculation.

The claim to be examined is this: the DFT+U operator contains a nonlocal projector, so the method is a generalized Kohn-Sham scheme, and therefore its band gap equals $\Delta$ in a crystal. The first two parts are right. The "therefore" is not.

## The operator is nonlocal

Vary $\gamma$ in the last term of (1). Since $\delta\,\mathrm{Tr}(\nu^2)=2\,\mathrm{Tr}(\nu\,\delta\nu)$,
$$\delta E_U=U\sum_R\mathrm{Tr}\left[\left(\tfrac12-\nu^R\right)\delta\nu^R\right]=\mathrm{Tr}(V_U\,\delta\gamma),$$
$$V_U=\sum_{R,mm'}|\phi^R_m\rangle\,U\left(\tfrac12\delta_{mm'}-\nu^R_{mm'}\right)\langle\phi^R_{m'}| .\tag{3}$$
The second form follows by inserting $\delta\nu^R_{m'm}=\langle\phi^R_{m'}|\delta\gamma|\phi^R_m\rangle$. The full derivative is
$$h=T+v+v_{\rm sl}+V_U,\qquad \delta E=\mathrm{Tr}(h\,\delta\gamma),\qquad v_{\rm sl}=\frac{\delta E_{\rm sl}}{\delta n}.\tag{4}$$

Now minimize over orbitals. Mixing a small amount $\eta$ of an empty orbital $\chi$ into an occupied $\psi_i$ changes the energy by $2\,\mathrm{Re}\,\eta\langle\psi_i|h|\chi\rangle$. This must vanish for every $\eta$, so $h$ does not couple occupied and empty orbitals, and both sets can be chosen as eigenfunctions of $h$. A Kohn-Sham scheme would require a multiplicative potential. Here $V_U(x,x')$ is in general nonzero for $x\ne x'$, so the scheme is generalized Kohn-Sham.

## A counter-example in both directions

Take a one-dimensional crystal with one spinless electron per cell of length 10 bohr. The external potential is $v(x)=-0.8\cos(2\pi x/10)$ hartree, with $x$ in bohr, and $E_{\rm sl}=\frac G2\int n^2dx$ with $G=1$ hartree·bohr. Each cell has an even orbital $\phi_0\propto e^{-x^2/2\sigma^2}$ and an odd orbital $\phi_1\propto x\,e^{-x^2/2\sigma^2}$, with $\sigma=1.6$ bohr, both cut off at the cell boundary. The model is defined on 20 grid points per cell, spaced 0.5 bohr apart and placed symmetrically about the cell centre at $\pm0.25,\pm0.75,\dots$ bohr, with the three-point finite-difference formula for $T$. The numbers belong to that discrete model, not to the continuum limit.

**A local potential for which the equality holds.** At $U=0$ the operator $h$ has a local potential. The band gap is 0.3781 hartree (10.29 eV). Self-consistent energies of $M-1$, $M$ and $M+1$ electrons, with the carrier in a Bloch state, give $\Delta=0.3845$ hartree for 32 cells and 0.3813 for 64. The deviation from the band gap halves when $M$ doubles, so the $1/M$ term is removed by
$$2(0.3813)-0.3845=0.3781\ \text{hartree}.$$
This is the band gap. Nonlocality is not necessary.

**A nonlocal operator for which the equality holds.** At $U=0.1$ hartree the on-site occupations are 0.9999 (even) and 0.0000 (odd). By (3), the even orbital is shifted by $0.1(0.5-0.9999)=-0.0500$ hartree and the odd one by $+0.0500$. The kernel at $x=1.25$, $x'=-1.25$ bohr is $-0.021$ hartree/bohr, where a local potential would give zero. The band gap rises by about $U$, to 0.4780 hartree (13.01 eV). With Bloch carriers the energies give 0.4813 and 0.4796 hartree for 32 and 64 cells, which extrapolate to 0.4780 when the unrounded values are used.

With Bloch carriers, the total-energy gap thus tends to the band gap at both values of $U$, although the two gaps differ by 0.1 hartree. These runs impose the Bloch form, so they give the functional's own gap only if no localized state lies lower. At $U=0$ the energy is convex in $\gamma$, so the periodic self-consistent solution, which fills the lowest levels of its own $h$, is the lowest. At $U=0.1$ hartree this is supported, not proved, by the localized-start test in the last section. The equality says nothing about agreement with the exact gap.

**A nonlocal operator for which the equality fails.** At $U=0.4$ hartree the band gap is 0.778 hartree. In a ring of six cells, calculations started with the added electron or hole in one cell converge to states with
$$E(N+1)+E(N-1)-2E(N)=0.593\ \text{hartree}.$$
The added electron stays in one cell: the largest odd-orbital occupation in the ring is 0.997 and the smallest is 0.000. With Bloch carriers the same ring gives 0.745 hartree. If the periodic neutral state is the lowest one, as assumed here, the functional's gap on this ring is at most 0.593 hartree. A carrier confined to one cell should not notice further distant cells, so the discrepancy should survive in a large crystal, although only six cells were computed. Nonlocality is not sufficient.

## The correct statement

Assume that

- the $N$-electron system is an insulator, with nuclei, $U$ and $\phi^R_m$ fixed;
- $E[\gamma]$ is smooth in $\gamma$ around the ground state;
- the lowest states with $N\pm1$ electrons have their carrier in a Bloch state and connect continuously to the $N$-electron state;
- the $N$-electron state is stable: the second derivative of $E$ with respect to rotations between its occupied and empty orbitals has a positive lower bound $\kappa$ independent of $M$.

Then, with $h$ the full derivative (4),
$$\Delta=\varepsilon_c-\varepsilon_v+O(1/M).\tag{5}$$
If the interaction is long-ranged, a neutralizing background is included for the charged rings.

## Proof

**Frozen orbitals.** Let $\gamma_0$ be the $N$-electron solution and add an electron in the band-edge state $\psi_c$, so that $\delta\gamma=|\psi_c\rangle\langle\psi_c|$. The linear term is
$$\mathrm{Tr}(h\,\delta\gamma)=\langle\psi_c|h|\psi_c\rangle=\varepsilon_c .$$
For the model functional the remainder is purely quadratic:
$$\frac G2\int|\psi_c|^4dx-\frac U2\sum_R p_R^2,\qquad p_R=\sum_m|\langle\phi^R_m|\psi_c\rangle|^2 .\tag{6}$$
The second term uses $\delta\nu^R_{mm'}=\langle\phi^R_m|\psi_c\rangle\langle\psi_c|\phi^R_{m'}\rangle$, whose square has trace $p_R^2$. A Bloch state has $|\psi_c|^2=O(1/M)$ in each cell and $p_R=p/M$ with $p\le1$. Summing $M$ cells, each contributing $O(1/M^2)$, gives $O(1/M)$. For a general smooth $E_{\rm sl}$ the quadratic term scales in the same way and higher terms are smaller.

**Relaxation.** The other orbitals now respond. Before the electron was added, $h$ produced no force on them, and $\psi_c$ is itself an eigenstate of $h$. The force comes from the change of $h$, which is $O(1/M)$ in every cell. For a Bloch carrier this change is the same in every cell, so it couples only states of equal $k$. The soft rotations of the carrier into neighbouring $k$ of its own band feel no force, and the third assumption says that they lead to no lower state. Each of the $M$ values of $k$ therefore feels a force $g_k=O(1/M)$, and $\sum_k|g_k|^2=O(1/M)$. To leading order, a quadratic energy with curvature at least $\kappa$ can fall by no more than
$$\frac{1}{2\kappa}\sum_k|g_k|^2=O(1/M).$$
Mixing of the carrier with higher empty states of its own $k$ is not covered by $\kappa$, but it keeps the Bloch form: the linear term cannot fall below $\varepsilon_c$ and the remainder (6) stays $O(1/M)$. Hence $E(N+1)=E(N)+\varepsilon_c+O(1/M)$.

**The hole.** Removing $\psi_v$ means $\delta\gamma=-|\psi_v\rangle\langle\psi_v|$. The linear term changes sign and the quadratic estimates do not, so $E(N-1)=E(N)-\varepsilon_v+O(1/M)$. Adding the two results and subtracting $2E(N)$ gives (5).

The proof never asks whether $h$ is local. It needs the full derivative of the energy and a carrier whose weight per cell vanishes. In a molecule or a small ring the weight per cell does not vanish: with 8 cells and $U=0.1$ hartree, $\Delta$ still exceeds the band gap by 0.013 hartree.

Equation (6) also explains how $U$ changes the finite-size error. Both carriers have $p\approx1$, so together they contribute about $-U/M$. For $U=0.1$ hartree and 64 cells this is $-0.0016$ hartree. The computed deviation indeed drops from 0.0032 hartree at $U=0$ to 0.0016.

## What nonlocality does

Keep the energy (1), but require all orbitals to come from one local potential $w$, through $h_w=T+w$, and choose $w$ to minimize $E$. This is a true Kohn-Sham treatment of the same functional.

Energy changes are still governed by $h$, because $h$ is the derivative of $E$. With $w$ held fixed, an added electron costs $\langle c|h|c\rangle+O(1/M)$, where $c$ and $v$ now label band-edge states of $h_w$. Let $w$ then change by a periodic amount of size $s$. The $N$-electron energy is stationary in $w$, so it rises by a term of order $Ms^2$, while the one added carrier supplies a term of order $s$. The minimum lies at $s=O(1/M)$ and lowers the energy by only $O(1/M)$, provided the curvature per cell stays positive. The hole is treated alike, so
$$\Delta\to\langle c|h|c\rangle-\langle v|h|v\rangle=(\varepsilon^w_c-\varepsilon^w_v)+\Delta_{xc},\tag{7}$$
$$\Delta_{xc}=\langle c|h-h_w|c\rangle-\langle v|h-h_w|v\rangle .$$
The term $\Delta_{xc}$ is the derivative discontinuity, which the eigenvalue gap of $h_w$ lacks.

In the model at $U=0.1$ hartree, the best local potential costs a mere $4\times10^{-8}$ hartree per cell relative to the generalized scheme. The cost is small because each well is nearly isolated and holds one electron in a nodeless orbital $\psi$, and for an isolated well the local potential $w=\varepsilon-(T\psi)/\psi$ reproduces such an orbital exactly. The form of that potential follows from the occupations: the occupied orbitals lie almost wholly in the span of the $\phi^R_0$, so $V_U\psi\approx-\frac U2\psi$, and where the orbitals are large $w$ differs from the $U=0$ potential by little more than a constant. That constant cannot also raise the empty band by $U/2$. The eigenvalue gap is accordingly 0.3782 hartree, close to its $U=0$ value, while the total-energy gap extrapolates to 0.4780 hartree. The difference agrees with the directly evaluated $\Delta_{xc}=0.0998$ hartree.

So the nonlocal operator places inside the band gap a contribution that a local potential would leave outside it. This is the sound part of the original claim.

## Why the carrier can localize

One carrier spread evenly over the orbitals of $M$ cells has the Hubbard energy
$$M\,\frac U2\left(\frac1M-\frac1{M^2}\right)=\frac U2\left(1-\frac1M\right),$$
whereas a carrier filling one orbital has none. Localizing an electron and a hole, in separate calculations, thus saves about $U$ in total in a large crystal. It costs self-repulsion from $E_{\rm sl}$, as well as band energy.

The repulsion can be estimated from the $U=0$ data. For Bloch states built from one orbital per cell, the first term of (6) is $1/M$ times its value for a localized carrier. The two carriers together then cost about $64\times0.0032\approx0.20$ hartree when localized. This is an estimate, since the deviation 0.0032 also contains the small relaxation term; the frozen-orbital integrals below add up to 0.22 hartree.

- At $U=0.1$ hartree the saving is smaller than this cost. This also holds for each carrier separately: the Gaussian integrals give $\frac G2\int\phi_0^4dx=G/(2\sigma\sqrt{2\pi})\approx0.12$ hartree for the hole and three quarters of this, about 0.09 hartree, for the electron, both above $U/2=0.05$ hartree. An electron started in one cell spreads evenly over all six, and the total-energy gap ends 0.0003 hartree above the Bloch value. These two runs were not checked for convergence, and the final state of the hole was not examined. No lower localized state was found, which supports the Bloch assumption without proving it.
- At $U=0.4$ hartree the estimated net gain is $0.4-0.2=0.2$ hartree. The computed lowering below the band gap is $0.778-0.593=0.185$ hartree.

For a real crystal, the corresponding check is a supercell calculation with an added electron or hole, started from a localized state. If a localized state is lower, and stays lower by a finite amount as the supercell grows, the band gap still describes Bloch carriers, but it is no longer the functional's fundamental gap. The numerical check following this text gives the values used here.

## Computed values

```
cell length 10.0 bohr, grid points per cell 20
well amplitude 0.8 hartree, contact strength G 1.0 hartree*bohr
on-site orbital width 1.6 bohr, main U 0.1 hartree
U=0.0 hartree: band gap 0.37810 hartree = 10.289 eV
  total-energy gap, 8 cells: 0.40374 hartree
  total-energy gap, 16 cells: 0.39090 hartree
  total-energy gap, 32 cells: 0.38450 hartree
  total-energy gap, 64 cells: 0.38130 hartree
  extrapolated total-energy gap 0.37810 hartree
  deviation ratio, 32 to 64 cells: 2.001
U=0.1 hartree: band gap 0.47797 hartree = 13.006 eV
  total-energy gap, 8 cells: 0.49117 hartree
  total-energy gap, 16 cells: 0.48456 hartree
  total-energy gap, 32 cells: 0.48126 hartree
  total-energy gap, 64 cells: 0.47961 hartree
  extrapolated total-energy gap 0.47796 hartree
  deviation ratio, 32 to 64 cells: 2.001
on-site occupations: even 0.9999, odd 0.0000
valence edge: eigenvalue -0.32599, dE/df -0.32599 hartree
  expectation of U operator -0.04999 hartree
conduction edge: eigenvalue 0.15198, dE/df 0.15198 hartree
  expectation of U operator 0.04990 hartree
U kernel at x=1.25, x'=-1.25 bohr: -0.02127 hartree/bohr
local potential: energy cost 3.532e-08 hartree per cell
  eigenvalue gap 0.37820 hartree = 10.291 eV
  total-energy gap, 8 cells: 0.49117 hartree
  total-energy gap, 16 cells: 0.48456 hartree
  extrapolated total-energy gap 0.47795 hartree
  first-order formula 0.47798 hartree
  derivative discontinuity 0.09978 hartree
six cells, U=0.1 hartree: band gap 0.47797 hartree
  total-energy gap, Bloch carriers 0.49559 hartree
  total-energy gap, localized start 0.49592 hartree
  odd-orbital occupation with added electron: max 0.1663, min 0.1663
six cells, U=0.4 hartree: band gap 0.77752 hartree
  total-energy gap, Bloch carriers 0.74539 hartree
  total-energy gap, localized start 0.59261 hartree
  odd-orbital occupation with added electron: max 0.9967, min 0.0000
```
